# Cusp conditions for the pair distribution of the uniform electron gas

Q: The uniform electron gas is an unsolved many-body problem. What could you possibly know about its pair distribution at small separation without solving it?

A: Its value at contact requires a solution. The ratio of its slope to its value does not, because that ratio is fixed by the singularity of the repulsion between two electrons. I shall derive it in atomic units, $\hbar=m=e^2/4\pi\varepsilon_0=1$, so that lengths are in bohr.

Q: First tell me which function you mean. There are several pair distributions.

A: Take $N_\sigma$ electrons of spin $\sigma$ in a volume $V$, with $n_\sigma=N_\sigma/V$. The Hamiltonian contains no spin operators, so I can label the electrons by spin and use a normalized spatial function $\Psi(\mathbf r_1,\mathbf r_2,\ldots)$, antisymmetric under exchange of two electrons of equal spin. Then

$$n_\sigma n_{\sigma'}V\,g_{\sigma\sigma'}(\mathbf r)=\Big\langle\sum_{i\in\sigma,\;j\in\sigma',\;i\ne j}\delta(\mathbf r-\mathbf r_i+\mathbf r_j)\Big\rangle .$$

All $N_\uparrow N_\downarrow$ antiparallel terms are equal. With $\mathbf r=\mathbf r_1-\mathbf r_2$ and $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$, whose Jacobian is one,

$$g_{\uparrow\downarrow}(\mathbf r)=V\int d\mathbf R\,d\mathbf r_3\cdots d\mathbf r_N\,|\Psi|^2 .$$

For parallel spins there is an extra factor $(N_\sigma-1)/N_\sigma$, which tends to one in a large system. I average $g$ over the directions of $\mathbf r$; in an isotropic gas this changes nothing.

Q: You have isolated two electrons, but they still interact with all the others.

A: They do, and I keep those interactions. From the definitions, $\nabla_1=\nabla_r+\tfrac12\nabla_R$ and $\nabla_2=-\nabla_r+\tfrac12\nabla_R$. The cross terms cancel when the squares are added:

$$-\tfrac12(\nabla_1^2+\nabla_2^2)=-\nabla_r^2-\tfrac14\nabla_R^2 .$$

The unit coefficient of $\nabla_r^2$ reflects the reduced mass $1/2$. The Schrödinger equation becomes

$$-\nabla_r^2\Psi+\frac1r\Psi+D\Psi=0,$$

$$D=-\tfrac14\nabla_R^2-\tfrac12\sum_{i\ge3}\nabla_i^2+W-E .$$

Here $W$ holds the remaining repulsions and the smooth background. As long as no third electron sits at the pair, $W$ is analytic in $\mathbf r$ near $\mathbf r=0$. Also, $D$ contains no derivative with respect to $\mathbf r$.

Q: Then you want to expand $\Psi$ in powers of $\mathbf r$. But a function with a cusp has no Taylor series.

A: Right, so the expansion needs two analytic parts:

$$\Psi=A+rB,$$

where $A$ and $B$ are analytic in $\mathbf r$ and in the other coordinates, away from any other contact between electrons. This is a known regularity property of Coulomb eigenfunctions near a two-electron contact, and I take it as an input. A central potential shows where it comes from. A partial wave is $r^lY_{lm}$ times a power series in $r$. Since $r^lY_{lm}$ and $r^2$ are polynomials in the components of $\mathbf r$, the even powers of the series go into $A$ and the odd powers into $rB$.

Q: Insert it, then, and show me every term.

A: I need $\nabla r=\mathbf r/r$ and, in three dimensions, $\nabla^2r=2/r$. The product rule gives

$$\nabla^2(rB)=\frac{2B}{r}+\frac{2\,\mathbf r\cdot\nabla B}{r}+r\nabla^2B .$$

The repulsion gives $(A+rB)/r=A/r+B$. Substituting both and multiplying the equation by $r$, I find $P+rQ=0$ with

$$P=A-2B-2\,\mathbf r\cdot\nabla B+r^2(DB-\nabla^2B),$$

$$Q=-\nabla^2A+B+DA .$$

Both $P$ and $Q$ are analytic, since $r^2=x^2+y^2+z^2$ is a polynomial.

Q: One equation, two unknown functions. You can't simply set $P$ and $Q$ to zero separately.

A: Analyticity allows it. Fix a unit vector $\mathbf n$ and define $F(t)=P(t\mathbf n)+tQ(t\mathbf n)$. For small $t>0$ the distance is $r=t$, so $F(t)=0$. Because $F$ is analytic in $t$, it also vanishes for small negative $t$. Writing that negative argument as $-t$ with $t>0$,

$$P(-t\mathbf n)-tQ(-t\mathbf n)=0 .$$

But the original equation at the point $-t\mathbf n$, where the distance is $t$, says

$$P(-t\mathbf n)+tQ(-t\mathbf n)=0 .$$

Adding and subtracting gives $P=0$ and $Q=0$ there, and $\mathbf n$ was arbitrary. The same argument shows that the split of $\Psi$ into $A$ and $rB$ is unique.

Q: And what does $P=0$ tell us?

A: Write $A=A_0+A_1+\ldots$ and $B=B_0+B_1+\ldots$, where the subscript is the degree in the components of $\mathbf r$. For a term of degree one, $\mathbf r\cdot\nabla B_1=B_1$. The last term in $P$ starts at degree two. Thus

$$A_0=2B_0,\qquad A_1=2B_1+2B_1=4B_1 ,$$

and

$$\Psi=A_0\Big(1+\frac r2\Big)+A_1\Big(1+\frac r4\Big)+O(r^2).$$

The other electrons and the energy enter $P$ through $D$, which is multiplied by $r^2$. They influence $A_0$ and $A_1$, but not these two ratios.

Q: For antiparallel spins both $A_0$ and $A_1$ can be present. Doesn't $A_1$ spoil the slope?

A: It contributes to the slope in a given direction. Squaring the expansion gives

$$|\Psi|^2=|A_0|^2(1+r)+2\,\mathrm{Re}(A_0^*A_1)+O(r^2).$$

Since $A_1$ is linear in $\mathbf r$, it has opposite signs at $\mathbf r$ and $-\mathbf r$, and the angular average removes the cross term. Integrating over the other coordinates then gives

$$g_{\uparrow\downarrow}(r)=g_{\uparrow\downarrow}(0)(1+r)+O(r^2).$$

Q: You integrate over all positions of the other electrons, including those where a third one sits on the pair. Your expansion is invalid there.

A: The region is small enough. Let $d$ be the distance of the third electron from the pair. I use a scaling estimate rather than a full proof: $\Psi$ has bounded first derivatives, while in the expansion of $A+rB$ the terms of second and third order in $r$ have coefficients that grow no faster than $1/d$ and $1/d^2$ as $d$ decreases.

For $d>r$, the error in the antiparallel expansion of $|\Psi|^2$ is then at most of order $r^2/d$. With the volume element $4\pi d^2\,dd$, its integral is of order $r^2$. For $d<r$, the volume is of order $r^3$ and the error in $|\Psi|^2$ is of order $r$, so the contribution is of order $r^4$. Neither changes the linear term. Contacts with still more electrons occupy smaller volumes.

A numerical test uses a three-electron model function with a factor $e^{r_{ij}/2}$ for every pair, multiplied by Gaussians. Integration over the third electron leaves a factor whose slope at $r=0$ is zero within the numerical tolerance, so in this model the third electron adds no linear term.

I also assume that the small-$r$ coefficients survive the limit of an infinite system at fixed density.

Q: Now parallel spins. The Pauli principle already makes $g$ vanish at contact, so is there anything left to say?

A: There is a cubic term. Exchanging the two electrons changes $\mathbf r$ to $-\mathbf r$ and leaves $\mathbf R$ fixed, so $\Psi$ is odd in $\mathbf r$. Because the split is unique, $A$ and $B$ are each odd. Therefore $A_0=B_0=0$ and $A_2=B_2=0$. With $A_1=\mathbf a\cdot\mathbf r$,

$$\Psi=(\mathbf a\cdot\mathbf r)\Big(1+\frac r4\Big)+O(r^3).$$

The square of the bracket is $1+r/2+r^2/16$. The last piece, and the product of the leading term with the $O(r^3)$ remainder, are of order $r^4$ in $|\Psi|^2$. The angular average of $r_ir_j$ is $r^2\delta_{ij}/3$, hence

$$\overline{|\Psi|^2}=\frac{|\mathbf a|^2r^2}{3}\Big(1+\frac r2\Big)+O(r^4).$$

Integration over the other coordinates gives

$$g_{\uparrow\uparrow}(r)=C\,r^2\Big(1+\frac r2\Big)+O(r^4),$$

where $C$ depends on the state of the gas.

Q: Does the third electron do any harm at this higher order?

A: By the same scaling estimate, no. For $d>r$ the error in $\Psi$ is of order $r^3/d^2$, which multiplies a leading term of order $r$. The error $r^4/d^2$ integrates to order $r^4$. For $d<r$, $|\Psi|^2$ is of order $r^2$ and the volume of order $r^3$, giving $r^5$. The cubic coefficient survives.

Q: What do the two results imply for the total $g$, summed over spins?

A: In an unpolarized gas each spin has half the density. Adding the four spin combinations, each with weight $1/4$, gives $g=(g_{\uparrow\uparrow}+g_{\uparrow\downarrow})/2$. The parallel part has neither a value nor a slope at contact, so

$$g'(0)=\tfrac12g_{\uparrow\downarrow}'(0)=\tfrac12g_{\uparrow\downarrow}(0)=g(0).$$

With units restored this is Kimball's condition, $g'(0)=g(0)/a_0$, where $a_0$ is the bohr. The form $r^2(1+r/2)$ belongs to $g_{\uparrow\uparrow}$ and not to the total, whose quadratic and cubic terms also receive antiparallel contributions. In a fully polarized gas $g(0)=0$, and Kimball's condition reduces to $0=0$.

At nonzero temperature, the distribution is a sum over eigenstates with positive weights. Each term has the same ratios, so the mixture has them too.

Q: I would have expected screening to weaken the repulsion and therefore the cusp.

A: Screening is the response of the other electrons, and their interaction with the pair is in $W$. It changes $g(0)$ and $C$. It cannot cancel the $1/r$ singularity of the bare repulsion at the contact.

The strength of that singularity does matter. If the repulsion were $\lambda/r$, the term $A$ in $P$ would become $\lambda A$, and the conditions would read $B_0=\lambda A_0/2$ and $B_1=\lambda A_1/4$. The two factors would become $1+\lambda r$ and $1+\lambda r/2$. An effective interaction that stays analytic at $\mathbf r=0$ has $\lambda=0$ and produces no cusp.

Dimension matters as well, through $\nabla^2r=2/r$.

Q: What about Hartree–Fock? It contains the bare Coulomb interaction.

A: Its uniform paramagnetic solution is a determinant of plane waves, which is not an eigenstate of the interacting Hamiltonian. Antiparallel electrons are uncorrelated in it, so $g_{\uparrow\downarrow}=1$ at every $r$, with zero slope. The condition is violated.

For parallel spins with momenta $\mathbf p_1,\mathbf p_2$ and $\mathbf P=\mathbf p_1-\mathbf p_2$, the antisymmetrized plane waves give $1-\cos(\mathbf P\cdot\mathbf r)$. In a filled Fermi sphere $\langle p^2\rangle=3k_F^2/5$, so $\langle P^2\rangle=6k_F^2/5$, and

$$g_{\uparrow\uparrow}^{\rm free}\simeq\tfrac12\langle(\mathbf P\cdot\mathbf r)^2\rangle=\frac{\langle P^2\rangle r^2}{6}=\frac{k_F^2r^2}{5}.$$

Thus $C_{\rm free}=k_F^2/5$, and there is no cubic term.

Q: Can the cusp be seen in the structure factor?

A: It sets the decay at large wave number. By definition,

$$S(k)=1+n\int d\mathbf r\,[g(r)-1]e^{-i\mathbf k\cdot\mathbf r}.$$

I assume that $g$ is smooth for $r>0$, so that the power-law tail comes from the odd powers of $r$ at the origin. Even powers are polynomials in $x,y,z$ and produce no such tail.

The transform of $1/r$ is $4\pi/k^2$, and a Laplacian becomes $-k^2$. From $\nabla^2r=2/r$, the transform of $r$ is $-8\pi/k^4$. From $\nabla^2r^3=12r$, that of $r^3$ is $(-12/k^2)(-8\pi/k^4)=96\pi/k^6$. The linear term $g(0)r$ therefore gives

$$1-S(k)\to\frac{8\pi n\,g(0)}{k^4}.$$

For parallel spins the cubic term is $Cr^3/2$, so the transform of $g_{\uparrow\uparrow}-1$ has the tail $48\pi C/k^6$.

Q: Everything so far rests on a local expansion. Is there a check in the infinite gas that doesn't use it?

A: Perturbation theory to first order in the repulsion provides one. Let $\hat g(k)$ be the transform of $g-1$. The definition gives, for $k\ne0$,

$$\frac{N_\sigma N_{\sigma'}}{V}\hat g_{\sigma\sigma'}(k)=\Big\langle\sum_{i\in\sigma,\;j\in\sigma',\;i\ne j}e^{-i\mathbf k\cdot(\mathbf r_i-\mathbf r_j)}\Big\rangle .$$

Take $k>2k_F$. The repulsion moves a pair from $\mathbf p_1,\mathbf p_2$ to $\mathbf p_1+\mathbf k,\mathbf p_2-\mathbf k$. Both final momenta exceed $k_F$ in magnitude, so no final state is blocked. Momentum conservation forbids exciting one electron alone. The excitation energy is

$$\tfrac12\big(|\mathbf p_1+\mathbf k|^2+|\mathbf p_2-\mathbf k|^2-p_1^2-p_2^2\big)=k^2+\mathbf k\cdot\mathbf P .$$

The matrix element is $v(k)/V$ with $v(k)=4\pi/k^2$. The first-order amplitude is minus the matrix element divided by the excitation energy, and the expectation value contains it twice, once from each side. Hence

$$\hat g_{\uparrow\downarrow}(k)=-2\Big\langle\frac{v(k)}{k^2+\mathbf k\cdot\mathbf P}\Big\rangle\to-\frac{8\pi}{k^4}.$$

The cusp condition predicts this tail: to first order, the slope is the repulsion strength times the free value $g_{\uparrow\downarrow}(0)=1$.

Q: Parallel spins need exchange terms. Do they work out?

A: Exchanging the final electrons changes the momentum transfer to $\mathbf p_2-\mathbf k-\mathbf p_1=-(\mathbf k+\mathbf P)$, so $v(k)$ is replaced by $v(k)-v(|\mathbf k+\mathbf P|)$. The observable has direct and exchange parts too. They become equal when the final momenta are relabelled, which compensates the factor $1/2$ for counting each final pair once.

Let $x=\mathbf k\cdot\mathbf P/k^2$ and $y=P^2/k^2$. To second order in $P/k$,

$$v(k)-v(|\mathbf k+\mathbf P|)=\frac{4\pi}{k^2}\Big[1-\frac1{1+2x+y}\Big]\simeq\frac{4\pi}{k^2}(2x+y-4x^2).$$

Multiplying by $1/(k^2+\mathbf k\cdot\mathbf P)\simeq(1-x)/k^2$ adds $-2x^2$ to the bracket. The angular averages are $\langle x\rangle=0$ and $\langle x^2\rangle=y/3$, so $2x+y-6x^2$ averages to $-y$. Therefore

$$\hat g_{\uparrow\uparrow}(k)\to\frac{8\pi\langle P^2\rangle}{k^6}=\frac{48\pi}{k^6}\,\frac{k_F^2}{5}.$$

This is $48\pi C_{\rm free}/k^6$, as required. Evaluated numerically at $k=40k_F$, the full first-order expressions exceed their predicted tails by $0.025\%$ for antiparallel and $0.14\%$ for parallel spins. Extrapolation to infinite $k$ gives ratios of $1$ within $10^{-5}$.

Q: First order is weak coupling. Show me numbers with a strong repulsion.

A: The Overhauser model treats the repulsion within each pair without expanding in it. Two electrons scatter from

$$V(r)=\frac1r-\frac3{2r_s}+\frac{r^2}{2r_s^3}\quad(r<r_s),$$

and $V=0$ outside. This is the repulsion of one electron screened by a uniform sphere of opposite charge. The relative motion obeys $-\nabla^2\psi+V\psi=q^2\psi$ with $q=P/2$.

A plane wave averaged over directions has density $\sum_l(2l+1)j_l^2(qr)$. Scattering replaces the spherical Bessel function $j_l$ by the regular radial solution $R_l$, normalized so that outside $r_s$ it equals $\cos\delta_l\,j_l-\sin\delta_l\,y_l$, with $y_l$ the irregular spherical Bessel function and $\delta_l$ the phase shift. Thus

$$g_{\uparrow\downarrow}=\Big\langle\sum_l(2l+1)R_l^2\Big\rangle,\quad g_{\uparrow\uparrow}=2\Big\langle\sum_{l\ \rm odd}(2l+1)R_l^2\Big\rangle .$$

Antisymmetrization removes even $l$ and doubles the density of odd $l$. The brackets average over pairs in the Fermi sphere.

I choose $r_s=1$ Å, so $n=3/(4\pi r_s^3)=0.2387$ Å$^{-3}$. The largest relative kinetic energy, $k_F^2$ in hartree, is $28.1$ eV, while the bare repulsion is $14.4$ eV at $r_s$ and $144$ eV at $0.1$ Å. With $r_s=1.89$ bohr the coupling is intermediate, yet already beyond first order, which in this model would give the impossible value $g_{\uparrow\downarrow}(0)=-0.31$. The model gives $g_{\uparrow\downarrow}(0)=0.306$, hence $g(0)=0.153$. One per bohr is $1.8897$ Å$^{-1}$, so

$$g'(0)=0.153\times1.8897\ \text{Å}^{-1}=0.289\ \text{Å}^{-1}.$$

The structure-factor coefficient is

$$k^4(1-S)\to8\pi(0.2387)(0.153)(1.8897)=1.73\ \text{Å}^{-4}.$$

This is an asymptotic value. The transform of the model $g$ gives $k^4(1-S)=1.36$, $1.77$ and $1.74$ Å$^{-4}$ at $k=5$, $10$ and $20k_F$.

For parallel spins $C=0.453$ Å$^{-2}$, below the free-gas value $0.737$ Å$^{-2}$. The tail $48\pi C/k^6$ cannot be read off this model. $V''$ jumps by $3/r_s^3$ at $r_s$, so the fourth derivative of $g$ jumps there, against the smoothness assumed above. This adds an oscillating $k^{-6}$ term with about $0.6$ of the size of the cusp term, and it leaves the $k^{-4}$ coefficient untouched. The contact values and $C$ are model results, and this calculation does not determine their error relative to the true gas.

Q: Did the numerical solution have the cusp built into it?

A: The ratios were not imposed, but they are not independent evidence about the many-body gas either. Each $R_l$ was written as $r^l$ times a polynomial in $r$, which already has the form $A+rB$, and every regular solution of this two-body equation obeys the two ratios. The numbers therefore check the local algebra. The radial equation was imposed at points with $r>0$, and the slopes were extracted from values of $g$ near the origin. They give $1.00000$ per bohr for antiparallel spins and a parallel linear factor of $0.50000$ per bohr, or $0.9449$ Å$^{-1}$. Doubling $r_s$ lowers $g_{\uparrow\downarrow}(0)$ to $0.113$ and leaves both ratios unchanged. Removing the $1/r$ term while keeping the sphere's potential, which is analytic at the origin although it then jumps at $r_s$, makes both vanish to the printed accuracy.

Q: How far from contact can I use the short-range laws?

A: In this model, at this density, the comparison is as follows.

| $r$ (Å) | $g_{\uparrow\downarrow}$ | linear law | $g_{\uparrow\uparrow}$ | cubic law |
|---|---|---|---|---|
| 0.05 | 0.3356 | 0.3349 | 0.00118 | 0.00119 |
| 0.10 | 0.3664 | 0.3638 | 0.00493 | 0.00496 |
| 0.20 | 0.4307 | 0.4217 | 0.0211 | 0.0215 |
| 0.40 | 0.5634 | 0.5373 | 0.0918 | 0.0999 |

At $0.10$ Å, for instance, $r/a_0=0.189$, and the linear law gives $0.306\times1.189=0.364$. That is $0.7\%$ below the model curve. At $0.40$ Å the linear law is $4.6\%$ below its curve, and the cubic law is $8.8\%$ above its own.

The cubic term is already visible at $0.10$ Å: $Cr^2$ alone gives $0.00453$, which is $8\%$ below the model's $g_{\uparrow\uparrow}$, whereas including the factor $1+r/2a_0$ brings the difference down to $0.5\%$.

## Table of computed values

```
Bohr radius: 0.529177 angstrom
Density radius r_s: 1.000 angstrom
Density n: 0.23873 angstrom^-3
Fermi wave number: 1.9192 angstrom^-1
Largest relative kinetic energy: 28.07 eV
Bare repulsion at 0.1 angstrom: 144.00 eV
Overhauser model at this density:
  g_ud(0): 0.30601 (dimensionless)
  g(0), unpolarized total: 0.15301 (dimensionless)
  g'(0), total: 0.28914 angstrom^-1
  g_ud'(0)/g_ud(0): 1.00000 bohr^-1 = 1.8897 angstrom^-1
  g'(0)/g(0), total: 1.00000 bohr^-1
  C in g_uu: 0.45291 angstrom^-2
  C of the free gas, kF^2/5: 0.73663 angstrom^-2
  Parallel linear factor: 0.50000 bohr^-1 = 0.9449 angstrom^-1
  Limit of k^4(1-S): 1.7348 angstrom^-4
Model curves and short-range laws (g dimensionless):
  r/angstrom   g_ud    g_ud(0)(1+r)   g_uu     C r^2(1+r/2)   C r^2
  0.02       0.31769   0.31758      0.000185   0.000185     0.000181
  0.05       0.33559   0.33493      0.001184   0.001186     0.001132
  0.10       0.36637   0.36384      0.004932   0.004957     0.004529
  0.20       0.43069   0.42167      0.021106   0.021540     0.018116
  0.40       0.56342   0.53733      0.091795   0.099853     0.072465
Second density, r_s doubled:
  r_s: 2.000 angstrom
  g_ud(0): 0.11290 (dimensionless)
  Antiparallel slope ratio: 1.00000 bohr^-1
  Parallel linear factor: 0.50000 bohr^-1
First density with only the 1/r term removed:
  Antiparallel slope ratio: 0.00000 bohr^-1 (magnitude)
  Parallel linear factor: 0.00000 bohr^-1 (magnitude)
Infinite gas, first order: transform / predicted tail:
  k = 20 kF: antiparallel 1.001003, parallel 1.005757 (dimensionless)
  k = 40 kF: antiparallel 1.000250, parallel 1.001439 (dimensionless)
  Extrapolated: antiparallel 0.999999, parallel 1.000000 (dimensionless)
Third-electron integral, slope/value at r=0: 0.000000 bohr^-1 (magnitude)
```
